# The unstrained diffraction direction of an equibiaxially stressed film

## Problem

A thin polycrystalline film adheres to a thick substrate and is stretched or compressed equally in all directions of its plane. X-ray diffraction measures the spacing $d$ of a chosen family of lattice planes. Tilting the specimen selects grains whose planes have their normal at an angle $\psi$ to the film normal.

Treat the film as a homogeneous, isotropic, linearly elastic solid with Young's modulus $E$ and Poisson's ratio $\nu$. Axis 3 is the film normal, and tensile stress and strain are positive. The in-plane stresses are $\sigma_{11}=\sigma_{22}=\sigma\neq0$, without shear.

(a) Show that, to first order in strain, the spacing equals its stress-free value $d_0$ at the tilt $\psi_0$ given by
$$\sin^2\psi_0=\frac{2\nu}{1+\nu}.$$

(b) For which values of $\nu$ does this direction exist, and is it unique?

(c) Evaluate it for a nickel film under 500 MPa tension, and show how it yields $d_0$ without an unstressed specimen.

## Hints

1. The top surface is free. What does that say about $\sigma_{33}$ inside a laterally uniform film?
2. Compare the signs of the strains in the plane and along the normal. Must a continuous function of tilt pass through zero between them?
3. A spacing responds to the strain along the plane normal. Write this strain as $\mathbf n\cdot\boldsymbol\varepsilon\cdot\mathbf n$.
4. Express the result in $\sin^2\psi$ alone. What kind of function is it?

## Solution

### Stress and principal strains

In a laterally uniform film, force balance along the normal reduces to $\partial\sigma_{33}/\partial z=0$. Since $\sigma_{33}$ vanishes at the free surface, it vanishes throughout the thickness.

Hooke's law for an isotropic solid reads $\varepsilon_{11}=[\sigma_{11}-\nu(\sigma_{22}+\sigma_{33})]/E$, with the other two normal strains obtained by permuting the indices. Hence
$$\varepsilon_\parallel=\varepsilon_{11}=\varepsilon_{22}=\frac{(1-\nu)\sigma}{E},\qquad
\varepsilon_\perp=\varepsilon_{33}=-\frac{2\nu\sigma}{E}.$$
The factor 2 arises because both in-plane stresses contract the normal direction. For $0<\nu<1/2$ the two strains have opposite signs: a film in tension is expanded in its plane and thinned along its normal.

### From strain to plane spacing

The unit normal of the diffracting planes is
$$\mathbf n=(\sin\psi\cos\varphi,\ \sin\psi\sin\varphi,\ \cos\psi),$$
where $\varphi$ is the azimuth. Let the deformation carry a point $\mathbf X$ to $\mathbf x=F\mathbf X$, with $F=I+\boldsymbol\varepsilon$. The undeformed planes satisfy $\mathbf g_0\cdot\mathbf X=$ integer, where $|\mathbf g_0|=1/d_0$. Substituting $\mathbf X=F^{-1}\mathbf x$ shows that the deformed planes have the reciprocal vector $\mathbf g=F^{-T}\mathbf g_0$. Thus $\mathbf g_0=F^T\mathbf g$. With $\mathbf g=\mathbf n/d$, taking lengths gives
$$\frac{d}{d_0}=|F^T\mathbf n|
=\sqrt{1+2\,\mathbf n\cdot\boldsymbol\varepsilon\cdot\mathbf n+|\boldsymbol\varepsilon\mathbf n|^2}
\simeq1+\mathbf n\cdot\boldsymbol\varepsilon\cdot\mathbf n .$$
The last step drops terms quadratic in strain. It also assumes that the lattice of each diffracting grain shares the strain of the film as a whole; the second variation below gives this up.

Because the strain tensor is diagonal,
$$\varepsilon(\psi)=\varepsilon_\parallel\sin^2\psi(\cos^2\varphi+\sin^2\varphi)+\varepsilon_\perp\cos^2\psi
=\varepsilon_\parallel\sin^2\psi+\varepsilon_\perp\cos^2\psi .$$
The azimuth has dropped out. Inserting the principal strains and $\cos^2\psi=1-\sin^2\psi$,
$$\varepsilon(\psi)=\frac{\sigma}{E}\left[(1-\nu)\sin^2\psi-2\nu+2\nu\sin^2\psi\right]
=\frac{\sigma}{E}\left[(1+\nu)\sin^2\psi-2\nu\right].$$

### The zero and its range of existence

Since $\sigma/E\neq0$, the strain vanishes when the bracket does:
$$(1+\nu)\sin^2\psi_0=2\nu\quad\Longrightarrow\quad
\sin^2\psi_0=\frac{2\nu}{1+\nu}.$$
This proves (a). The stress and Young's modulus set the size of every strain but cancel from the condition for zero strain.

For (b), a stable isotropic solid has $-1<\nu<1/2$, so $1+\nu$ is positive and the bracket rises steadily with $\sin^2\psi$. There is at most one solution for $\psi$ between 0 and 90°. It requires $0\le2\nu/(1+\nu)\le1$, that is, $0\le\nu\le1$. Combined with stability, the condition is $0\le\nu<1/2$. For $\nu>0$ the solution is one tilt but not one direction: every azimuth is allowed, so the unstrained directions form a cone about the film normal. Only at $\nu=0$ is the direction unique; it is then the film normal itself.

Three cases show what the condition means.

- At $\nu=0$ there is no contraction along the normal, and the cone closes onto it.
- As $\nu\to1/2$ the volume is conserved, so $\varepsilon_\perp=-2\varepsilon_\parallel$. Then $\sin^2\psi_0\to2/3$ and $\psi_0\to54.7^\circ$, an upper limit that the unstrained tilt of an isotropic film approaches but does not reach.
- For $\nu<0$ the normal strain has the same sign as the in-plane strain. Every spacing then changes in the same sense, and no unstrained direction exists.

### Nickel film: elastic constants

Take rough cubic stiffnesses $C_{11}=250$, $C_{12}=150$ and $C_{44}=120$ GPa. The bulk modulus is $K=(C_{11}+2C_{12})/3=183.3$ GPa.

A cubic crystal has five independent volume-conserving strains. Two have stiffness $C_{11}-C_{12}$ and three have $2C_{44}$; in an isotropic solid all five have $2G$, where $G$ is the shear modulus. Averaging over orientations preserves the sum over the five. If all grains have the same strain (Voigt), stiffnesses are averaged:
$$10G_V=2(C_{11}-C_{12})+6C_{44},\qquad G_V=\frac{100+360}{5}=92.0\ \text{GPa}.$$
If all grains have the same stress (Reuss), the inverse stiffnesses are averaged:
$$\frac{5}{2G_R}=\frac{2}{C_{11}-C_{12}}+\frac{3}{2C_{44}},\qquad G_R=76.9\ \text{GPa}.$$
The mean, $G=84.5$ GPa, is adopted here.

Two relations convert $K$ and $G$ to $E$ and $\nu$. Adding the three strains under uniaxial stress gives $E=3K(1-2\nu)$, and isotropy gives $E=2G(1+\nu)$. Equating them,
$$\nu=\frac{3K-2G}{2(3K+G)}=0.300,\qquad E=\frac{9KG}{3K+G}=219.7\ \text{GPa}.$$

### Nickel film: strains and peak shifts

The unstrained tilt follows from
$$\sin^2\psi_0=\frac{2(0.3003)}{1.3003}=0.462,\qquad\psi_0=42.8^\circ.$$
The last digit reflects the rounded inputs. The Voigt and Reuss moduli give 41.8° and 43.9°, the stiffnesses 246.5, 147.3 and 124.7 GPa give 42.4°, and $\nu=0.31$ gives 43.5°. With $\sigma=0.500$ GPa,
$$\varepsilon_\parallel=\frac{0.700\times0.500}{219.7}=1.59\times10^{-3},\qquad
\varepsilon_\perp=-\frac{0.601\times0.500}{219.7}=-1.37\times10^{-3}.$$

For a rough lattice parameter of 0.35 nm, the 311 spacing is $d_0=0.35/\sqrt{11}=0.105529$ nm. The extra digits serve to resolve differences of order $10^{-4}$ nm; they do not claim such accuracy for nickel.

Bragg's law, $2d\sin\theta=\lambda$, at fixed wavelength gives $\Delta d\,\sin\theta+d\cos\theta\,\Delta\theta=0$, hence
$$\Delta(2\theta)=-2\tan\theta\,\varepsilon(\psi).$$
For $\lambda=0.15$ nm, $2\theta=90.6^\circ$. At $\psi=0$ the planes are closer together and the peak moves up by 0.16°. At $\psi=60^\circ$ the strain is
$$0.75(1.593\times10^{-3})+0.25(-1.367\times10^{-3})=0.853\times10^{-3},$$
and the peak moves down by 0.10°. Between these tilts the shift passes through zero.

### Reading off the stress-free spacing

Multiplying $1+\varepsilon(\psi)$ by $d_0$ gives a straight line in $\sin^2\psi$:
$$d(\psi)=d_0\left(1-\frac{2\nu\sigma}{E}\right)+m\sin^2\psi,\qquad
m=\frac{d_0(1+\nu)\sigma}{E}.$$
Its height at $\sin^2\psi_0$ is $d_0$. This requires $\nu$, but neither $\sigma$ nor $E$. The slope then gives the stress.

As a test, spacings were computed from the reciprocal vectors of explicitly deformed lattices at seven tilts between 0 and 60°, without linearising in strain. The fitted intercept is 0.105385 nm and the slope is $3.125\times10^{-4}$ nm. Therefore
$$d_0=0.105385+0.4619(3.125\times10^{-4})=0.105529\ \text{nm},$$
$$\sigma=\frac{mE}{d_0(1+\nu)}=\frac{(3.125\times10^{-4})(219.7)}{(0.105529)(1.3003)}\ \text{GPa}\simeq500\ \text{MPa}.$$
Both inputs are recovered. The same $E$ and $\nu$ were used to create and to analyse the data, so this tests the linearisation, not the elastic constants.

Taking the spacing at $\psi=0$ for $d_0$ would instead give a relative error of $-1.37\times10^{-3}$, as large as the strains being measured.

### Corrections within the isotropic picture

**Finite strain.** Keeping the quadratic term, $d=d_0$ requires $\varepsilon(\psi)=-|\boldsymbol\varepsilon\mathbf n|^2/2$, which is about $-1.1\times10^{-6}$ here. Near the cone, $d\varepsilon/d\psi=(\varepsilon_\parallel-\varepsilon_\perp)\sin2\psi_0\simeq2.95\times10^{-3}$ per radian. Dividing gives a shift of $-0.02^\circ$. This figure depends on which finite-strain measure is identified with Hooke's strain. For the Green strain $(F^TF-I)/2$ the geometric shift is zero, and for the logarithmic strain it is $-0.04^\circ$. Departures from Hooke's law enter at the same order; rough third-order elastic constants of nickel add about $-0.1^\circ$. All of these are small beside the uncertainty from the elastic constants and grain anisotropy.

**Temperature.** Suppose $d_0$ is taken from a separate reference 10 K colder than the film. With a rough thermal expansion of $13\times10^{-6}$ K$^{-1}$, the film shows an extra strain $\delta=1.3\times10^{-4}$ in every direction. At fixed film stress the apparent zero satisfies $\varepsilon(\psi)+\delta=0$, or
$$\sin^2\psi=\sin^2\psi_0-\frac{E\delta}{(1+\nu)\sigma}=0.462-0.044=0.418 .$$
The apparent tilt falls to 40.3°. The true cone has not moved; the reference has.

**Magnetism and yield.** A rough magnetostrictive strain of $3\times10^{-5}$ is 1.0% of $\varepsilon_\parallel-\varepsilon_\perp$. If all of it lay along the diffraction vector, it would move the zero by about 0.6°. As for plastic flow, the equibiaxial stress is a hydrostatic stress $\sigma$ plus a uniaxial stress $-\sigma$ along the normal. Its von Mises stress is therefore $|\sigma|$, half of a rough yield stress of 1 GPa. Such a yield stress belongs to nanocrystalline nickel, with grains of tens of nanometres; nickel with micrometre grains yields well below 500 MPa, and the example would not be elastic.

## Variation 1: unequal in-plane stresses

*Let the principal in-plane stresses be $\sigma_1$ and $\sigma_2$. Find the unstrained tilt at azimuth $\varphi$, measured from the direction of $\sigma_1$.*

The principal strains are now $(\sigma_1-\nu\sigma_2)/E$, $(\sigma_2-\nu\sigma_1)/E$ and $-\nu(\sigma_1+\sigma_2)/E$. Define the normal stress along the azimuth, $\sigma_\varphi=\sigma_1\cos^2\varphi+\sigma_2\sin^2\varphi$. Since $\sigma_2\cos^2\varphi+\sigma_1\sin^2\varphi=\sigma_1+\sigma_2-\sigma_\varphi$, the in-plane strain along $\varphi$ is
$$\frac{(1+\nu)\sigma_\varphi-\nu(\sigma_1+\sigma_2)}{E}.$$
Weight this by $\sin^2\psi$ and the normal strain by $\cos^2\psi$. The terms in $\nu(\sigma_1+\sigma_2)$ combine, because their weights add to one:
$$\varepsilon(\psi,\varphi)=\frac{(1+\nu)\sigma_\varphi\sin^2\psi-\nu(\sigma_1+\sigma_2)}{E}.$$
For $\sigma_\varphi\neq0$ the zero is at
$$\sin^2\psi_0(\varphi)=\frac{\nu(\sigma_1+\sigma_2)}{(1+\nu)\sigma_\varphi},$$
provided the right-hand side lies between 0 and 1. Equal stresses restore the original result.

For 525 and 475 MPa, with the mean held at 500 MPa, the tilts are 41.5° along the larger stress and 44.2° along the smaller. The circular cone has become elliptical. Under uniaxial stress ($\sigma_2=0$, $\nu>0$) there is no zero at $\varphi=90^\circ$: the strain there is $-\nu\sigma_1/E$ at every tilt.

Averaging the strains at $\varphi$ and $\varphi+90^\circ$ replaces $\sigma_\varphi$ by $(\sigma_1+\sigma_2)/2$. If this mean stress is not zero, the averaged spacing equals $d_0$ at the original equibiaxial tilt.

## Variation 2: elastically anisotropic grains

*Let the film consist of randomly oriented cubic grains, all under the same stress. Find the unstrained tilt for reflection $hkl$.*

The grains that diffract share the direction $\mathbf n$ of their $hkl$ normal but have all rotations about it. The stress along $\mathbf n$ is $\sigma\sin^2\psi$, and the three normal stresses add to $2\sigma$. Seen from the crystal axes and averaged over the rotations, the shear terms vanish and the two transverse stresses become equal:
$$p=\sigma\sin^2\psi,\qquad t=\frac{2\sigma-\sigma\sin^2\psi}{2}.$$

Let $E_{hkl}$ be Young's modulus along $\mathbf n$. The axial stress contributes a strain $p/E_{hkl}$. The transverse pair equals a hydrostatic stress $t$ minus an axial stress $t$, so it contributes $t[1/(3K)-1/E_{hkl}]$. Now define
$$\nu_{hkl}=\frac12\left(1-\frac{E_{hkl}}{3K}\right),$$
the mean transverse contraction ratio for a pull along $hkl$. The bracket becomes $-2\nu_{hkl}/E_{hkl}$, and
$$\varepsilon(\psi)=\frac{p-2\nu_{hkl}t}{E_{hkl}}
=\frac{\sigma}{E_{hkl}}\left[(1+\nu_{hkl})\sin^2\psi-2\nu_{hkl}\right].$$
The original law returns with a Poisson's ratio that depends on the reflection.

To find $E_{hkl}$, apply a unit uniaxial stress $\sigma_{ij}=n_in_j$ and project the strain on $\mathbf n$. With $\Gamma=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2$ and $\sum n_i^4=1-2\Gamma$,
$$\frac1{E_{hkl}}=s_{11}(1-2\Gamma)+2s_{12}\Gamma+s_{44}\Gamma
=s_{11}-2\left(s_{11}-s_{12}-\tfrac12s_{44}\right)\Gamma .$$
The compliances follow from $s_{11}-s_{12}=1/(C_{11}-C_{12})$, $s_{11}+2s_{12}=1/(3K)$ and $s_{44}=1/C_{44}$. For the nickel values:

| Reflection | $\Gamma$ | $E_{hkl}$ (GPa) | $\nu_{hkl}$ | $\psi_0$ |
|---|---:|---:|---:|---:|
| 111 | 1/3 | 296 | 0.231 | 37.8° |
| 311 | 19/121 | 184 | 0.333 | 45.0° |
| 200 | 0 | 138 | 0.375 | 47.6° |

Explicit rotation of grains about the diffraction vector reproduces these tilts. The stiff 111 direction has the smallest $\nu_{hkl}$, since $K$ is common to all three, and therefore the narrowest cone. In this uniform-stress model, using the isotropic 42.8° for the 311 reflection would give a relative error in $d_0$ of $-1.4\times10^{-4}$; for 200 it would be $-4.2\times10^{-4}$.

If all grains instead had the same strain, every reflection would share the Voigt value, 41.8°. Uniform stress and uniform strain are both idealisations of how neighbouring grains load one another. Averaging the strains of the two models reduces the errors at 42.8° to $-0.4\times10^{-4}$ for 311 and $-1.8\times10^{-4}$ for 200. A third idealisation suits a bonded film one grain thick: all grains share the in-plane strain and carry no traction along the film normal. For random orientations its zeros lie near 40°, 43° and 44° for 111, 311 and 200. The strain is then no longer linear in $\sin^2\psi$: between 0 and 80° it departs from the best line by up to about $3\times10^{-4}$ for 200 and $0.7\times10^{-4}$ for 311, so a straight-line fit must be checked against the data.

**Comparison with real nickel films.** A tension of several hundred MPa is a plausible rough value for a deposited nickel film, and 0.15 nm is close to the wavelength of a laboratory copper source. The rounded lattice parameter and wavelength make the quoted $2\theta$ unsuitable for locating a real peak. Isotropy is a doubtful assumption here: in the uniform-stress model the tabulated cones lie from about 5° below to 5° above the isotropic estimate of 42.8°, depending on the reflection. Deposited nickel can also be textured. If every grain has a $\langle111\rangle$ direction along the film normal, the threefold axis makes the in-plane strain isotropic. The equibiaxial stress is a hydrostatic stress $\sigma$ minus an axial stress $\sigma$ along this $\langle111\rangle$ direction, so under this loading the strains are those of an isotropic film with constants $E_{111}$ and $\nu_{111}$, and the cone lies at 37.8° for all reflections. The angle between a $\langle111\rangle$ direction and a 311 normal has cosine $|\pm3\pm1\pm1|/\sqrt{33}$, that is, $5/\sqrt{33}$, $3/\sqrt{33}$ or $1/\sqrt{33}$. Perfect texture therefore permits 311 peaks only near 29.5°, 58.5° and 80°, so $d_0$ must be interpolated along the line in $\sin^2\psi$, to the value at 37.8°.

## Values computed for the example and the checks

```
Rough Ni C11, C12, C44: 250, 150, 120 GPa
Rough lattice parameter: 0.35 nm
Rough X-ray wavelength: 0.15 nm
Chosen film stress: 500 MPa
Bulk modulus K: 183.3 GPa
Shear modulus Voigt, Reuss, mean: 92.0, 76.9, 84.5 GPa
Young modulus E: 219.7 GPa
Poisson ratio nu: 0.3003
sin^2 psi0: 0.4619
Unstrained tilt psi0: 42.82 deg
In-plane strain: 1.593 x 1e-3
Normal strain: -1.367 x 1e-3
Strain at 60 deg tilt: 0.853 x 1e-3
Stress-free 311 spacing: 0.105529 nm
311 spacing at zero tilt: 0.105385 nm
311 spacing at 60 deg tilt: 0.105619 nm
Stress-free Bragg angle 2theta: 90.58 deg
Peak shift at zero tilt: 0.159 deg
Peak shift at 60 deg tilt: -0.099 deg
Fit slope d versus sin^2 psi: 3.125 x 1e-4 nm
Fit intercept: 0.105385 nm
Recovered stress-free spacing: 0.105529 nm
Recovered stress: 500.2 MPa
Finite-strain shift of psi0: -0.021 deg
Voigt average: nu 0.2850, psi0 41.76 deg
Reuss average: nu 0.3160, psi0 43.86 deg
Uniform-stress 111: E 295.5 GPa, nu 0.2313
  111 zero tilt 37.81 deg; strain at isotropic psi0 0.179 x 1e-3
Uniform-stress 311: E 183.8 GPa, nu 0.3329
  311 zero tilt 44.97 deg; strain at isotropic psi0 -0.136 x 1e-3
Uniform-stress 200: E 137.5 GPa, nu 0.3750
  200 zero tilt 47.61 deg; strain at isotropic psi0 -0.418 x 1e-3
Zero tilt for 111 fibre texture: 37.81 deg
Unequal stresses: 525, 475 MPa
  zero tilts along them: 41.55, 44.21 deg
Rough thermal expansion: 13 x 1e-6 /K
Film minus reference temperature: 10 K
Apparent thermal strain: 0.130 x 1e-3
Apparent zero tilt with thermal mismatch: 40.26 deg
Rough magnetostriction magnitude: 3 x 1e-5
Magnetostriction / elastic strain range: 1.0 %
Rough film yield stress: 1 GPa
Von Mises stress / yield stress: 0.50
```
